# Nosé–Hoover dynamics: an invariant canonical distribution without ergodicity: verification in Python

```python
"""
Result under test: Nose-Hoover dynamics keeps the extended canonical density
exp(-(H + Q xi^2/2)/kT) stationary, yet one harmonic oscillator is not ergodic.
Thermal units for the oscillator: time 1/omega, energy kT, and
  q' = p,  p' = -q - eps*zeta*p,  zeta' = eps*(p^2 - 1),
with eps = 1/(omega*tau), Q = kT*tau^2, zeta = xi*sqrt(Q/kT).
E = (q^2+p^2)/2, x = ln E, theta = oscillator phase (q = 0, p > 0 at theta = 0),
K = E - ln E + zeta^2/2 = slow invariant of the averaged motion, h = K - 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import erf

TWO_PI = 2 * np.pi

# ---------- inputs: rough values for an optical mode of Sb2Te3 ----------
frequency = 5.0e12            # Hz, rough
temperature = 500.0           # K
tau = 0.1e-12                 # s, thermostat time
mass_sb, mass_te = 121.76, 127.60   # atomic mass units
bond_depth_ev = 2.0           # eV, rough Morse depth
phonon_lifetime = 1.0e-12     # s, rough
omega = TWO_PI * frequency
kT = const.k * temperature
kT_mev = kT / const.e * 1e3
reduced_mass = mass_sb * mass_te / (mass_sb + mass_te)
stiffness = reduced_mass * const.atomic_mass * omega**2
sigma_q = np.sqrt(kT / stiffness)
eps = 1 / (omega * tau)

# ---------- stationarity for a general two-coordinate potential ----------
q1, q2, p1, p2, xi, g = sp.symbols("q1 q2 p1 p2 xi g", real=True)
m1, m2, Qs, beta = sp.symbols("m1 m2 Q beta", positive=True)
U = sp.Function("U")(q1, q2)
density = sp.exp(-beta * (U + p1**2/(2*m1) + p2**2/(2*m2) + Qs*xi**2/2))
velocity = {q1: p1/m1, q2: p2/m2,
            p1: -sp.diff(U, q1) - xi*p1, p2: -sp.diff(U, q2) - xi*p2,
            xi: (p1**2/m1 + p2**2/m2 - g/beta)/Qs}
divergence = sum(sp.diff(density * v, c) for c, v in velocity.items())
relative_divergence = sp.simplify(sp.expand(divergence / density))
assert sp.simplify(relative_divergence - xi*(g - 2)) == 0
g_required = sp.solve(relative_divergence, g)
assert g_required == [2]

# ---------- exact rates of the slow invariant and its corrected form ----------
q, p, z, e = sp.symbols("q p z e", positive=True)
flow = {q: p, p: -q - e*z*p, z: e*(p**2 - 1)}


def rate_of(function):
    return sum(sp.diff(function, c) * v for c, v in flow.items())


energy_s = (q**2 + p**2)/2
K_s = energy_s - sp.log(energy_s) + z**2/2
half_sin = q*p/(q**2 + p**2)
cos_two = (p**2 - q**2)/(q**2 + p**2)
assert sp.simplify(rate_of(K_s) - e*z*cos_two) == 0
corrected_rate = rate_of(K_s - e*z*half_sin)
assert sp.simplify(corrected_rate
                   + e**2*(half_sin*(p**2 - 1) + z**2*half_sin*cos_two)) == 0

# ---------- invariance: carry a weighted grid through the real flow ----------
axis = np.linspace(-6, 6, 41)
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)
weight = np.exp(-0.5 * np.sum(grid**2, axis=0))
weight /= weight.sum()


def transported_fourth_moment(target):
    def rhs(t, y):
        a, b, c = y.reshape(3, -1)
        return np.concatenate([b, -a - eps*c*b, eps*(b*b - target)])
    end = solve_ivp(rhs, (0, 1), grid.ravel(), method="RK45",
                    rtol=1e-6, atol=1e-8, t_eval=[1.0]).y[:, -1]
    return np.sum(weight * end.reshape(3, -1)[1]**4)


moment_start = np.sum(weight * grid[1]**4)
moment_right = transported_fourth_moment(1.0)
moment_wrong = transported_fourth_moment(2.0)
assert abs(moment_right - moment_start) < 2e-3   # grid and cut-off error
assert abs(moment_wrong - moment_start) > 0.1


# ---------- trajectories, with the oscillator phase as clock ----------
def clocked(theta, state, eps_value):
    """State: q, p, zeta, time, then time integrals of zeta, p^2, p^4, E, E^2."""
    a, b, c = state[:3].tolist()
    b2 = b*b
    twice_energy = a*a + b2
    dt = 1 / (1 + eps_value*c*a*b/twice_energy)
    en = 0.5*twice_energy
    return [b*dt, (-a - eps_value*c*b)*dt, eps_value*(b2 - 1)*dt, dt,
            c*dt, b2*dt, b2*b2*dt, en*dt, en*en*dt]


def slow_K(x, zeta):
    return np.exp(x) - x + zeta**2/2


def return_map(eps_value, x, zeta):
    start = np.zeros(9)
    start[1], start[2] = np.sqrt(2*np.exp(x)), zeta
    end = solve_ivp(clocked, (0, TWO_PI), start, method="DOP853",
                    args=(eps_value,), rtol=1e-12, atol=1e-13).y[:, -1]
    return np.array([np.log((end[0]**2 + end[1]**2)/2), end[2]])


point = np.array([0.4, 0.7])
averaged_drift = np.array([-point[1], np.exp(point[0]) - 1])
drift_errors = [np.linalg.norm((return_map(s, *point) - point)/(TWO_PI*s)
                               - averaged_drift) for s in (0.01, 0.005)]
drift_ratio = drift_errors[0] / drift_errors[1]
assert 1.8 < drift_ratio < 2.2                    # error is first order in eps

step = 1e-4
jacobian = np.column_stack([
    (return_map(eps, *(point + d)) - return_map(eps, *(point - d)))/(2*step)
    for d in step*np.eye(2)])
image = return_map(eps, *point)
area_factor = (np.linalg.det(jacobian)
               * np.exp(slow_K(*point) - slow_K(*image)))
assert abs(area_factor - 1) < 1e-5                # finite-difference error


# ---------- averaged motion: frequency and energy variance ----------
def averaged_orbit(h, count=128):
    angles = (np.arange(count) + 0.5)*TWO_PI/count
    xs = []
    for cosine in np.cos(angles):
        v = h*cosine**2
        low, high = (0, 1.01*np.sqrt(2*v)) if cosine > 0 else (-(v + 1), 0)
        xs.append(brentq(lambda s: np.expm1(s) - s - v, low, high, xtol=1e-14))
    xs = np.array(xs)
    dt = np.sqrt(2*h)*np.cos(angles)/np.expm1(xs)*TWO_PI/count
    period = dt.sum()
    mean_energy = np.sum(np.exp(xs)*dt)/period
    variance = np.sum(np.exp(2*xs)*dt)/period - mean_energy**2
    return TWO_PI/period, variance


small_h = 0.01
twist = (averaged_orbit(small_h)[0] - 1)/small_h
assert abs(twist + 1/12) < 0.003                  # next order in h remains

# ---------- two long runs of the same thermostatted oscillator ----------
turns = 1000


def long_run(start_energy):
    start = np.zeros(9)
    start[1] = np.sqrt(2*start_energy)
    sol = solve_ivp(clocked, (0, TWO_PI*turns), start, method="DOP853",
                    args=(eps,), rtol=1e-11, atol=1e-12,
                    t_eval=np.linspace(0, TWO_PI*turns, turns + 1))
    assert sol.success
    y = sol.y
    assert np.max(np.abs(y[0])) < 1e-5            # section really has q = 0
    en = (y[0]**2 + y[1]**2)/2
    conserved = en + y[2]**2/2 + eps*y[4]
    assert np.ptp(conserved) < 1e-5
    time = y[3, -1]
    means = y[5:, -1]/time
    return {"x": np.log(en), "zeta": y[2], "time": time, "p2": means[0],
            "p4": means[1], "var": means[3] - means[2]**2,
            "h": slow_K(np.log(en), y[2]) - 1}


energy_inner, energy_outer = 1.5, 4.0
inner, outer = long_run(energy_inner), long_run(energy_outer)
for run in (inner, outer):
    assert abs(run["p2"] - 1) < 0.005             # finite run length
assert inner["h"].max() < outer["h"].min()
assert inner["p4"] < 2.0 and inner["var"] < 0.3   # canonical: 3 and 1

h_inner = energy_inner - np.log(energy_inner) - 1
omega_averaged, variance_averaged = averaged_orbit(h_inner)
assert abs(inner["var"] - variance_averaged) < 0.03   # order eps^2 terms

# closed curve: fit on even section points, test on odd ones
centre = inner["x"].mean()


def polar(x, zeta):
    return np.hypot(x - centre, zeta), np.arctan2(zeta, x - centre)


def harmonics(phi, order=10):
    k = np.arange(1, order + 1)
    arg = np.outer(phi, k)
    return np.hstack([np.ones((len(phi), 1)), np.cos(arg), np.sin(arg)])


radius, phi = polar(inner["x"], inner["zeta"])
coefficients = np.linalg.lstsq(harmonics(phi[::2]), radius[::2], rcond=None)[0]
curve_error = np.max(np.abs(harmonics(phi[1::2]) @ coefficients - radius[1::2]))
assert curve_error < 1e-4 * radius.mean()

winding = np.mean(np.mod(np.diff(phi), TWO_PI))
beat = inner["time"]/turns*TWO_PI/winding
beat_averaged = TWO_PI/(eps*omega_averaged)
assert abs(beat/beat_averaged - 1) < eps**2

# ---------- canonical probability enclosed by the inner torus ----------
rng = np.random.default_rng(7)
samples = 20000
cloud = rng.standard_normal((3, samples))
remaining = np.mod(-np.arctan2(cloud[0], cloud[1]), TWO_PI)


def to_section(s, y):
    a, b, c = y.reshape(3, -1)
    dt = remaining/(1 + eps*c*a*b/(a*a + b*b))
    return np.concatenate([b*dt, (-a - eps*c*b)*dt, eps*(b*b - 1)*dt])


landed = solve_ivp(to_section, (0, 1), cloud.ravel(), method="DOP853",
                   rtol=1e-7, atol=1e-9, t_eval=[1.0]).y[:, -1].reshape(3, -1)
r_cloud, phi_cloud = polar(np.log((landed[0]**2 + landed[1]**2)/2), landed[2])
enclosed = np.mean(r_cloud < harmonics(phi_cloud) @ coefficients)
enclosed_error = np.sqrt(enclosed*(1 - enclosed)/samples)
x_low = brentq(lambda s: np.expm1(s) - s - h_inner, -(h_inner + 1), 0)
enclosed_averaged = quad(
    lambda s: np.exp(s - np.exp(s))
    * erf(np.sqrt(max(h_inner - np.expm1(s) + s, 0))),
    x_low, np.log(energy_inner))[0]
assert abs(enclosed - enclosed_averaged) < 0.02   # sampling and order eps^2
assert 10*enclosed_error < enclosed < 1 - 10*enclosed_error

# ---------- sizes of neglected effects ----------
quantum_ratio = const.hbar*omega/kT
quantum_excess = quantum_ratio/2/np.tanh(quantum_ratio/2) - 1
depth = bond_depth_ev*const.e
morse_a = np.sqrt(stiffness/(2*depth))
morse_excess = (depth*(1 - np.exp(morse_a*sigma_q))**2
                / (0.5*stiffness*sigma_q**2) - 1)

# other phonons as a random bath acting on copies of the trapped start
friction = 1/(omega*phonon_lifetime)
copies, dt, bath_time = 4000, 0.1, 20e-12
steps = int(round(bath_time*omega/dt))
keep = np.exp(-friction*dt)
kick = np.sqrt(1 - keep**2)
qb, zb = np.zeros(copies), np.zeros(copies)
pb = np.full(copies, np.sqrt(2*energy_inner))
sum_e = sum_e2 = 0.0
counted = 0
for n in range(steps):
    zb += 0.5*dt*eps*(pb*pb - 1)
    scale = np.exp(-0.5*dt*eps*zb)
    pb = pb*scale - 0.5*dt*qb
    qb += dt*pb
    pb = (pb - 0.5*dt*qb)*scale
    zb += 0.5*dt*eps*(pb*pb - 1)
    pb = keep*pb + kick*rng.standard_normal(copies)
    if n >= steps//2:
        energies = 0.5*(qb*qb + pb*pb)
        sum_e += energies.mean()
        sum_e2 += np.mean(energies**2)
        counted += 1
bath_variance = sum_e2/counted - (sum_e/counted)**2
assert abs(bath_variance - 1) < 0.15              # finite number of copies

# ---------- output ----------
ps = 1e12
print(f"required g for two momenta: {g_required[0]}")
print(f"mode frequency (rough input): {frequency/1e12:.1f} THz")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT_mev:.2f} meV")
print(f"Sb-Te reduced mass: {reduced_mass:.2f} u")
print(f"mode stiffness: {stiffness:.1f} N/m")
print(f"thermal rms displacement: {sigma_q*1e12:.2f} pm")
print(f"thermostat time tau: {tau*ps:.2f} ps")
print(f"thermostat mass Q: {kT_mev*1e-3*(tau*ps)**2:.3e} eV ps^2")
print(f"eps = 1/(omega tau): {eps:.4f} (no unit)")
print(f"grid <p^4> at start: {moment_start:.5f} (thermal units)")
print(f"grid <p^4> after t=1/omega, g=1: {moment_right:.5f}")
print(f"grid <p^4> after t=1/omega, g=2: {moment_wrong:.5f}")
print(f"return-map drift error ratio, eps halved: {drift_ratio:.3f}")
print(f"weighted area factor of return map: {area_factor:.8f}")
print(f"twist (Omega-1)/h at h={small_h}: {twist:.5f}")
print(f"minus one twelfth: {-1/12:.5f}")
print(f"turns followed per run: {turns}")
for name, run, e0 in (("inner", inner, energy_inner),
                      ("outer", outer, energy_outer)):
    print(f"{name} start energy: {e0:.1f} kT")
    print(f"{name} run length: {run['time']/omega*ps:.1f} ps")
    print(f"{name} mean kinetic temperature: {run['p2']*temperature:.2f} K")
    print(f"{name} <p^4>: {run['p4']:.4f} (canonical 3)")
    print(f"{name} energy variance: {run['var']:.4f} (kT)^2 (canonical 1)")
    print(f"{name} range of h on section: "
          f"{run['h'].min():.4f} to {run['h'].max():.4f}")
print(f"inner variance, averaged theory: {variance_averaged:.4f} (kT)^2")
print(f"inner rms energy fluctuation: {np.sqrt(inner['var'])*kT_mev:.2f} meV")
print(f"inner apparent heat capacity: {inner['var']:.4f} k_B")
print(f"mean radius of section curve: {radius.mean():.4f} (no unit)")
print(f"largest error of curve on unseen points: {curve_error:.1e}")
print(f"beat period, run: {beat/omega*ps:.4f} ps")
print(f"beat period, averaged theory: {beat_averaged/omega*ps:.4f} ps")
print(f"canonical probability inside torus: {enclosed:.4f}")
print(f"its sampling standard error: {enclosed_error:.4f}")
print(f"same probability, averaged theory: {enclosed_averaged:.4f}")
print(f"quantum excess of kinetic energy: {100*quantum_excess:.2f} %")
print(f"Morse depth (rough input): {bond_depth_ev:.1f} eV")
print(f"Morse excess energy at -1 rms: {100*morse_excess:.1f} %")
print(f"phonon lifetime (rough input): {phonon_lifetime*ps:.1f} ps")
print(f"bath run: {bath_time*ps:.0f} ps, {copies} copies, second half used")
print(f"energy variance with phonon bath: {bath_variance:.3f} (kT)^2")
print("every check passed")
```

Output:

```
required g for two momenta: 2
mode frequency (rough input): 5.0 THz
temperature: 500 K
thermal energy kT: 43.09 meV
Sb-Te reduced mass: 62.31 u
mode stiffness: 102.1 N/m
thermal rms displacement: 8.22 pm
thermostat time tau: 0.10 ps
thermostat mass Q: 4.309e-04 eV ps^2
eps = 1/(omega tau): 0.3183 (no unit)
grid <p^4> at start: 3.00000 (thermal units)
grid <p^4> after t=1/omega, g=1: 3.00000
grid <p^4> after t=1/omega, g=2: 3.52763
return-map drift error ratio, eps halved: 1.992
weighted area factor of return map: 1.00000000
twist (Omega-1)/h at h=0.01: -0.08328
minus one twelfth: -0.08333
turns followed per run: 1000
inner start energy: 1.5 kT
inner run length: 197.7 ps
inner mean kinetic temperature: 500.03 K
inner <p^4>: 1.6469 (canonical 3)
inner energy variance: 0.0833 (kT)^2 (canonical 1)
inner range of h on section: 0.0786 to 0.0945
outer start energy: 4.0 kT
outer run length: 201.2 ps
outer mean kinetic temperature: 499.63 K
outer <p^4>: 3.6967 (canonical 3)
outer energy variance: 1.4577 (kT)^2 (canonical 1)
outer range of h on section: 1.5425 to 1.6202
inner variance, averaged theory: 0.0942 (kT)^2
inner rms energy fluctuation: 12.43 meV
inner apparent heat capacity: 0.0833 k_B
mean radius of section curve: 0.4156 (no unit)
largest error of curve on unseen points: 1.7e-07
beat period, run: 0.6368 ps
beat period, averaged theory: 0.6333 ps
canonical probability inside torus: 0.0736
its sampling standard error: 0.0018
same probability, averaged theory: 0.0835
quantum excess of kinetic energy: 1.91 %
Morse depth (rough input): 2.0 eV
Morse excess energy at -1 rms: 11.0 %
phonon lifetime (rough input): 1.0 ps
bath run: 20 ps, 4000 copies, second half used
energy variance with phonon bath: 0.998 (kT)^2
every check passed
```
